# The Colbert-Miller Sinc-DVR Kinetic Matrix on the Line and Half-Line

## The situation

A diatomic molecule vibrates in a potential \(V\), supposed here to be known as a list of energies at equally spaced bond lengths. Its levels follow from

\[
-\frac{1}{2m}\psi''(x)+V(x)\psi(x)=E\psi(x),
\]

with \(m\) the reduced mass. A matrix method that needs \(V\) at grid points, and no integrals over it, suits such data. The kinetic energy must then be a matrix acting on the values of \(\psi\) at those points. A difference formula supplies one, but it is accurate for wavelengths long compared with the spacing. The sinc discrete variable representation (DVR) supplies a matrix that, on an infinite grid, gives every plane wave with wavelength down to two grid spacings its exact kinetic energy. The potential is still treated approximately, by a quadrature rule.

Atomic units with \(\hbar=1\) are used in the algebra, and \(m\) is kept. The grid is \(x_i=ih\), with \(i\) any integer, and \(K=\pi/h\).

## The basis

Take equal amounts of all plane waves with \(|k|<K\), in phase at \(x_i\):

\[
\phi_i(x)=\frac{\sqrt h}{2\pi}\int_{-K}^{K}e^{ik(x-x_i)}dk
=\frac{\sqrt h}{\pi}\,\frac{\sin[K(x-x_i)]}{x-x_i}
=\frac{1}{\sqrt h}\,\frac{\sin \pi y}{\pi y},\qquad y=\frac{x-x_i}{h}.
\]

At a grid point \(y=j-i\) is an integer, so \(\phi_i(x_j)=\delta_{ij}/\sqrt h\).

The Fourier amplitude of \(\phi_i\), defined by \(f(x)=\int F(k)e^{ikx}dk/2\pi\), is \(\sqrt h\,e^{-ikx_i}\) inside the band and zero outside. Parseval's theorem gives

\[
\int\phi_i\phi_j\,dx=\frac{h}{2\pi}\int_{-K}^{K}e^{ik(x_i-x_j)}dk=\frac{\sin\pi(i-j)}{\pi(i-j)}=\delta_{ij}.
\]

The functions \(e^{-ikx_i}\) are the Fourier series functions on \(-K<k<K\). The \(\phi_i\) therefore span the square-integrable functions whose wave numbers lie in the band. For such an \(f\), the coefficients are

\[
c_i=\int\phi_i f\,dx=\sqrt h\int_{-K}^{K}e^{ikx_i}F(k)\frac{dk}{2\pi}=\sqrt h\,f(x_i).
\]

The coefficient vector is the list of function values, times \(\sqrt h\).

## The kinetic matrix on the line

The operator \(-\frac{1}{2m}d^2/dx^2\) multiplies a Fourier amplitude by \(k^2/2m\). Hence

\[
T_{ij}=\frac{h}{2\pi}\int_{-K}^{K}\frac{k^2}{2m}e^{ik(i-j)h}dk .
\]

For \(i=j\),

\[
T_{ii}=\frac{h}{4\pi m}\cdot\frac{2K^3}{3}=\frac{h}{6\pi m}\cdot\frac{\pi^3}{h^3}=\frac{\pi^2}{6mh^2}.
\]

For \(i\ne j\) put \(n=i-j\) and \(a=nh\). The sine part of the exponential is odd in \(k\) and drops out. Integrating by parts,

\[
\int_{-K}^{K}k^2\cos ka\,dk=\left[\frac{k^2\sin ka}{a}\right]_{-K}^{K}-\frac2a\int_{-K}^{K}k\sin ka\,dk .
\]

Since \(Ka=\pi n\), the bracket vanishes. A second integration by parts gives

\[
\int_{-K}^{K}k\sin ka\,dk=\left[-\frac{k\cos ka}{a}\right]_{-K}^{K}+\frac1a\int_{-K}^{K}\cos ka\,dk=-\frac{2K(-1)^n}{a},
\]

because the last integral is \(2\sin(Ka)/a=0\). The original integral is thus \(4K(-1)^n/a^2\), and

\[
T_{ij}=\frac{h}{4\pi m}\cdot\frac{4K(-1)^n}{n^2h^2}=\frac{(-1)^{n}}{mh^2n^2}.
\]

With \(\hbar\) restored, the result is

\[
T_{ii}=\frac{\pi^2\hbar^2}{6mh^2},\qquad
T_{ij}=\frac{(-1)^{i-j}\hbar^2}{mh^2(i-j)^2}\quad(i\neq j).
\]

These are exact matrix elements in the sinc basis. The alternating sign and the slow inverse-square decay both come from the sharp band edge at \(k=\pm K\).

## What the matrix does to a plane wave

The \(T_{0n}\) are the Fourier coefficients of \(k^2/2m\), continued periodically from the band. That continuation is continuous and the coefficients are absolutely summable, so the series returns the function:

\[
\sum_n T_{0n}e^{iknh}=\frac{k^2}{2m},\qquad |k|\le K .
\]

The three-point difference matrix, with \(1/mh^2\) on the diagonal and \(-1/2mh^2\) beside it, gives instead

\[
\frac{1-\cos kh}{mh^2}=\frac{k^2}{2m}-\frac{k^4h^2}{24m}+\dots
\]

It makes short waves too light in energy. The price of the sinc matrix is that it is full.

## The potential, and why energies are not upper bounds

The DVR Hamiltonian is

\[
H_{ij}=T_{ij}+V(x_i)\delta_{ij}.
\]

Its potential part is a quadrature rule. For a state with \(c_i=\sqrt h\,\psi(x_i)\) it replaces \(\int V|\psi|^2dx\) by \(h\sum_iV(x_i)|\psi(x_i)|^2\).

To find the error, let \(g=V|\psi|^2\) be smooth and decaying, with \(\hat g(q)=\int g\,e^{-iqx}dx\). The sum \(\sum_j g(x+jh)\) has period \(h\) in \(x\), and its Fourier coefficients are \(\hat g(2\pi n/h)/h\). Setting \(x=0\),

\[
h\sum_j g(x_j)=\hat g(0)+\sum_{n\ne0}\hat g(2\pi n/h).
\]

The first term is the wanted integral and the rest is the error. It is small when \(V|\psi|^2\) has little structure at wave number \(2\pi/h\) and beyond.

The rule is applied to smooth, localized states and not to single basis functions. For \(V\propto x^2\) the integral \(\int x^2\phi_i^2dx\) even diverges, since \(\phi_i^2\) falls as \(\sin^2(Kx)/x^2\), while for a Gaussian state \(\psi\propto e^{-x^2/2\ell^2}\) the error terms \(\hat g(2\pi n/h)\) carry the factor \(e^{-n^2\pi^2\ell^2/h^2}\) times \(1-2n^2\pi^2\ell^2/h^2\), relative to \(\hat g(0)\). With a node at the centre the relative error is 14% at \(\ell=0.7h\), \(2\times10^{-3}\) at \(\ell=h\) and \(2\times10^{-8}\) at \(\ell=1.5h\).

Because the potential energy is not the true expectation value, the variational theorem does not apply to the eigenvalues of \(H\). A finite grid adds a truncation: \(\psi\) is set to zero at all grid points left out.

## The sign of the error in a harmonic well

For \(V=\frac12m\omega^2x^2\) on an infinite grid, the sign can be found. Let the grid be \(x_j=(j+s)h\), with \(s=0\) (a node at the minimum) or \(s=\frac12\) (the minimum midway between nodes). Define \(C(k)=\sum_jc_je^{-ikx_j}\). Multiplying \(c_j\) by \(x_j^2\) turns \(C\) into \(-C''\), and the kinetic matrix multiplies \(C\) by \(k^2/2m\). The eigenvalue equation becomes

\[
-\frac{m\omega^2}{2}C''(k)+\frac{k^2}{2m}C(k)=E\,C(k),\qquad -K\le k\le K .
\]

Since \(2Kh=2\pi\), the definition also gives \(C(k+2K)=e^{-2\pi is}C(k)\). This is an oscillator in \(k\), closed into a ring. On the infinite \(k\) axis its ground state would be \(G=e^{-k^2\ell^2/2}\) with \(\ell^2=1/m\omega\) and \(E_0=\omega/2\).

**Node at the minimum.** The ends are joined periodically. \(G\) takes equal values at \(\pm K\), so it is an allowed trial function on the ring. Integrating \((G')^2\) by parts and using the equation that \(G\) obeys,

\[
E\le\frac{\int_{-K}^{K}\left[\frac{m\omega^2}{2}(G')^2+\frac{k^2}{2m}G^2\right]dk}{\int_{-K}^{K}G^2dk}
=E_0+\frac{m\omega^2\,G(K)G'(K)}{\int_{-K}^{K}G^2dk}.
\]

Here \(G'(K)=-K\ell^2G(K)<0\), so the DVR energy lies below the true one. With \(m\omega^2\ell^2=\omega\) and \(\int_{-K}^{K}G^2dk<\sqrt\pi/\ell\), the deficit obeys

\[
E_0-E>\frac{\omega K\ell}{\sqrt\pi}\,e^{-K^2\ell^2}.
\]

**Minimum midway.** The ends are joined with a change of sign. An even state then has \(C(K)=-C(-K)=-C(K)\), so \(C(K)=0\). Extended by zero, it is a legitimate trial function on the infinite \(k\) axis, and its energy lies above \(E_0\). For a fine grid this even state is the lowest one, because the odd states lie near \(\frac32\omega\).

Numbers for \(m=1\) u and \(\hbar\omega=0.3\) eV, for which \(\ell=0.118\) Å, are the differences between the DVR ground energy and \(\hbar\omega/2\):

- \(h=0.14\) Å: \(-8.8\times10^{-4}\) eV with a node at the minimum, \(+7.4\times10^{-4}\) eV midway.
- \(h=0.11\) Å: \(-1.39\times10^{-5}\) eV and \(+1.26\times10^{-5}\) eV.
- \(h=0.08\) Å: \(-7.5\times10^{-10}\) eV and \(+7.1\times10^{-10}\) eV.

At \(h=0.14\) Å, \(K\ell=\pi(0.11804)/0.14=2.65\), and the inequality demands a deficit above \(0.3(2.65/\sqrt\pi)e^{-7.02}\approx4.0\times10^{-4}\) eV, as found. The local power of \(h\) in the node errors rises from 17 to 31 between successive pairs of spacings, so no fixed power describes these data.

## The half-line

For a radial problem write the wavefunction as \(R(r)=u(r)/r\) times a spherical harmonic. Then

\[
-\frac{1}{2m}u''+\left[V(r)+\frac{l(l+1)}{2mr^2}\right]u=Eu,\qquad u(0)=0,\quad \int_0^\infty|u|^2dr=1 .
\]

The condition at the origin is built in by using odd functions. Since \(\phi_{-i}(r)=\phi_i(-r)\), the combination

\[
\chi_i(r)=\phi_i(r)-\phi_{-i}(r),\qquad i=1,2,\dots
\]

is odd and vanishes at \(r=0\). The product of two such functions is even, so its half-line integral is half the full one:

\[
\int_0^\infty\chi_i\chi_j\,dr=\tfrac12\left(\delta_{ij}-\delta_{i,-j}-\delta_{-i,j}+\delta_{-i,-j}\right)=\delta_{ij},
\]

because \(i=-j\) cannot occur for positive labels. No further normalization factor is needed. The second derivative keeps a function odd, so likewise

\[
T^{\rm rad}_{ij}=\tfrac12\left(T_{ij}-T_{i,-j}-T_{-i,j}+T_{-i,-j}\right)=T_{ij}-T_{i,-j},
\]

where the last step uses that \(T_{ij}\) depends on \(|i-j|\). The image term is \(T_{i,-j}=(-1)^{i+j}/[mh^2(i+j)^2]\). The exponents \(i+j\) and \(i-j\) differ by the even number \(2j\), so the signs agree. With \(\hbar\) restored,

\[
T^{\rm rad}_{ii}=\frac{\hbar^2}{mh^2}\left[\frac{\pi^2}{6}-\frac{1}{4i^2}\right],
\]
\[
T^{\rm rad}_{ij}=\frac{(-1)^{i-j}\hbar^2}{mh^2}\left[\frac{1}{(i-j)^2}-\frac{1}{(i+j)^2}\right]\quad(i\ne j).
\]

Far from the origin, at fixed \(i-j\), the image term vanishes and the line matrix returns. The grid starts at \(r_1=h\), so the centrifugal term is never evaluated at zero.

## The same matrix from a box

A box \(0<r<L\) with \(L=Nh\) has kinetic eigenfunctions \(\sin(n\pi r/L)\). Keep \(n=1,\dots,N-1\) and pass to the interior points \(r_i=ih\) with the matrix \(S_{in}=\sqrt{2/N}\sin(n\pi i/N)\). This matrix is orthogonal. To see it, write the product of sines as a difference of cosines:

\[
\sum_nS_{in}S_{jn}=\frac1N\sum_{n=1}^{N-1}\left[\cos\frac{n\pi(i-j)}{N}-\cos\frac{n\pi(i+j)}{N}\right].
\]

For an integer \(p\) that is not a multiple of \(2N\), the sum of \(\cos(n\pi p/N)\) over a full period of \(2N\) terms is zero, so its part from \(n=1\) to \(N-1\) is \(-[1+(-1)^p]/2\). For \(i\ne j\) the two parts are equal and cancel. For \(i=j\) they give \([(N-1)+1]/N=1\).

The kinetic matrix at the points is

\[
T^{\rm box}_{ij}=\frac2N\sum_{n=1}^{N-1}\frac{1}{2m}\left(\frac{n\pi}{Nh}\right)^2\sin\frac{n\pi i}{N}\sin\frac{n\pi j}{N}.
\]

Let \(N\to\infty\) at fixed \(h\). With \(k=n\pi/Nh\) and \(\Delta k=\pi/Nh\), the prefactor is \(2/N=2h\,\Delta k/\pi\), and the sum becomes

\[
\frac{2h}{\pi}\int_0^K\frac{k^2}{2m}\sin kr_i\sin kr_j\,dk
=\frac h\pi\int_0^K\frac{k^2}{2m}\left[\cos k(r_i-r_j)-\cos k(r_i+r_j)\right]dk .
\]

The integrand is even in \(k\), so \(\frac h\pi\int_0^K\) equals \(\frac{h}{2\pi}\int_{-K}^{K}\), and the two terms are \(T_{ij}\) and \(-T_{i,-j}\).

## When the radial grid converges slowly

The radial basis represents the odd extension of \(u\) to negative \(r\). When the state has appreciable amplitude near the origin, fast convergence needs that extension to be smooth. A state localized far from \(r=0\), such as a low rovibrational level of a diatomic with \(l=1\), is not affected.

In the isotropic oscillator the lowest state of each \(l\) is \(u\propto r^{l+1}e^{-r^2/2\ell^2}\), with energy \((l+\frac32)\omega\). For even \(l\) this is already odd and smooth. For \(l=1\) the odd extension is \(r|r|e^{-r^2/2\ell^2}\), whose second derivative jumps from \(-2\) to \(+2\) at the origin. Its Fourier amplitude then falls as \(|k|^{-3}\). The kinetic energy carried by waves outside the band scales as

\[
\int_K^\infty k^2\,(k^{-3})^2dk=\frac{1}{3K^3}\propto h^3 ,
\]

which suggests an energy error of third order. This is a scaling estimate and gives neither the prefactor nor the sign. The out-of-band energy itself is about a fifth of the error quoted below. Most of the rest arises because sampling folds the short waves back into the band, which lowers the kinetic energy at the same order \(h^3\).

With the same mass and quantum as before, the \(l=1\) level at 0.75 eV has errors of \(-1.38\times10^{-4}\) eV at \(h=0.02\) Å and \(-1.70\times10^{-5}\) eV at \(h=0.01\) Å. Their ratio corresponds to the power 3.02. The levels for \(l=0\) and \(l=2\) have errors below \(10^{-13}\) eV on the same grids.

A Coulomb potential \(-Z/r\) spoils smoothness even for \(l=0\). The radial equation gives \(u''(0^+)=-2mZu'(0)\ne0\), so the odd extension again has a jump in its second derivative. The third-order estimate does not carry over to this case. Near the origin the even function \(V u^2\) behaves as \(-Z\,u'(0)^2|r|\), whose transform falls as \(q^{-2}\), so the quadrature terms \(\hat g(2\pi n/h)\) scale as \(h^2\) and dominate. This case is not tested numerically here.

## A Morse vibrator

Take \(m=1\) u and

\[
V(r)=D\left[1-e^{-\alpha(r-r_0)}\right]^2,\qquad D=4\ \text{eV},\ \alpha=2\ \text{Å}^{-1},\ r_0=1\ \text{Å}.
\]

**Reference levels.** Put \(z=e^{-\alpha(r-r_0)}\), \(\gamma=\alpha/\sqrt{2m}\), \(W=A-\sqrt D\,z\) and \(Q=\frac{1}{\sqrt{2m}}\frac{d}{dr}+W\). Since \(W'/\sqrt{2m}=\gamma\sqrt D\,z\),

\[
Q^\dagger Q=\frac{p^2}{2m}+A^2+Dz^2-(2A+\gamma)\sqrt D\,z .
\]

Choosing \(A=\sqrt D-\gamma/2\) makes this \(H-D+A^2\). The solution of \(Q\psi=0\) is normalizable on the whole line for \(A>0\), so the lowest level is \(D-A^2\). The partner \(QQ^\dagger\) has the same nonzero eigenvalues and the linear coefficient \(-(2A-\gamma)\sqrt D\). It is therefore the same form with \(A\) replaced by \(A-\gamma\), plus the constant \(A^2-(A-\gamma)^2\). Repeating the step gives, while \(A-v\gamma>0\),

\[
E_v=D-(A-v\gamma)^2=\Omega\left(v+\tfrac12\right)-\frac{\Omega^2(v+\frac12)^2}{4D},\qquad \Omega=2\gamma\sqrt D=\alpha\sqrt{2D/m}.
\]

With \(\hbar^2/m=0.0041802\) eV Å\(^2\), \(\hbar\Omega=2\sqrt{8(0.0041802)}=0.36574\) eV, and

\[
E_0=0.18287-\frac{(0.18287)^2}{16}=0.18078\ \text{eV}.
\]

**Matrix elements.** The grid has 60 points from 0.05 to 3.00 Å, with \(h=0.05\) Å. The scale is \(\hbar^2/mh^2=0.0041802/0.0025=1.672\) eV. The line diagonal is \(\pi^2/6\) times this, 2.7504 eV. At the first radial point the image term removes a quarter of the scale: \(2.7504-0.4180=2.3324\) eV. Between the first two points, the line value \(-1.6721\) eV becomes \(-1.6721(1-\frac19)=-1.4863\) eV.

**Levels.** The band edge lies at a kinetic energy of 8.25 eV, well above the 1.48 eV of the level \(v=4\), so the grid resolves the fastest classical motion in the five lowest levels. Both matrices reproduce these levels within \(5\times10^{-12}\) eV of the Morse formula. The classical comparison does not by itself fix the accuracy, which depends steeply on the margin: at \(h=0.07\) Å, with the edge at 4.2 eV, the largest error is \(2\times10^{-5}\) eV. The ground level is 0.18078 eV, or 0.0066435 hartree.

The line and radial matrices agree although their elements differ near the origin. For \(\psi=\sum_ic_i\phi_i\) the image term contributes

\[
-\sum_{ij}c_iT_{i,-j}c_j=-\int\psi(x)\left[-\frac{1}{2m}\frac{d^2}{dx^2}\right]\psi(-x)\,dx ,
\]

an overlap of the state with its mirror image. It is negligible when the state is localized away from \(r=0\) and well resolved by the grid, as here. On a coarse grid the sinc tails reach the mirror image: at \(h=0.1\) Å the two matrices differ by up to \(2\times10^{-4}\) eV in these levels.

**Comparison with differences.** On the same grid the three-point matrix puts the ground level \(2.46\times10^{-3}\) eV too low. The leading dispersion error accounts for this to about 2%. In the harmonic approximation \(\langle k^4\rangle=3/4\ell^4\) with \(1/\ell^2=m\Omega\), and first-order perturbation theory gives

\[
-\frac{h^2}{24m}\cdot\frac{3}{4\ell^4}=-\frac{h^2(\hbar\Omega)^2}{32\,\hbar^2/m}
=-\frac{0.0025\,(0.36574)^2}{32(0.0041802)}\ \text{eV}=-2.5\times10^{-3}\ \text{eV}.
\]

The numerical check also compares both kinetic matrices with direct quadrature of the basis functions' derivatives, and the radial one with the explicit box sum.

## Computed values

```
line matrix, largest deviation from quadrature: 1.5e-09 hbar^2/(m h^2)
line overlaps, largest deviation: 3.0e-10 (no unit)
radial matrix, largest deviation from quadrature: 6.7e-10 hbar^2/(m h^2)
radial overlaps, largest deviation: 1.4e-10 (no unit)
radial matrix, deviation from box sum, N = 4000: 1.0e-13 hbar^2/(m h^2)
plane-wave kinetic energy, largest deviation: 4.4e-09 hbar^2/(m h^2)
hbar^2/m for mass 1 u: 0.0041802 eV angstrom^2
Morse depth: 4.0 eV
Morse range parameter: 2.0 1/angstrom
Morse minimum: 1.0 angstrom
grid spacing h: 0.05 angstrom, points: 60
hbar^2/(m h^2): 1.67206 eV
band-edge wave number pi/h: 62.832 1/angstrom
band-edge kinetic energy: 8.2513 eV
T_11: line 2.75043 eV, radial 2.33242 eV
T_12: line -1.67206 eV, radial -1.48628 eV
T_13: line 0.41802 eV, radial 0.31351 eV
T_22: line 2.75043 eV, radial 2.64593 eV
Morse harmonic quantum: 0.365739 eV
Morse v=0: exact 0.18077948 eV, line 0.18077948 eV, radial 0.18077948 eV
Morse v=1: exact 0.52979795 eV, line 0.52979795 eV, radial 0.52979795 eV
Morse v=2: exact 0.86209579 eV, line 0.86209579 eV, radial 0.86209579 eV
Morse v=3: exact 1.17767298 eV, line 1.17767298 eV, radial 1.17767298 eV
Morse v=4: exact 1.47652955 eV, line 1.47652955 eV, radial 1.47652955 eV
Morse, largest line error: 4.7e-12 eV
Morse, largest radial error: 4.8e-12 eV
Morse v=0 from line matrix: 0.00664352 hartree
Morse v=0, three-point difference error: -2.460e-03 eV
harmonic quantum: 0.3 eV
oscillator length: 0.11804 angstrom
harmonic h=0.14 angstrom: error, node at minimum -8.83e-04 eV, minimum midway 7.38e-04 eV
harmonic h=0.11 angstrom: error, node at minimum -1.39e-05 eV, minimum midway 1.26e-05 eV
harmonic h=0.08 angstrom: error, node at minimum -7.49e-10 eV, minimum midway 7.13e-10 eV
harmonic local orders in h: 17.2, 30.9 (no unit)
radial oscillator l=0: exact 0.45 eV, error 6.99e-15 eV at h=0.02 angstrom, -1.11e-16 eV at h=0.01 angstrom
radial oscillator l=1: exact 0.75 eV, error -1.38e-04 eV at h=0.02 angstrom, -1.70e-05 eV at h=0.01 angstrom
radial oscillator l=2: exact 1.05 eV, error 2.20e-14 eV at h=0.02 angstrom, 4.24e-14 eV at h=0.01 angstrom
radial oscillator l=1, order of error in h: 3.019 (no unit)
```
